\section*{Gap shape and critical temperature of a weak-coupling Einstein-phonon superconductor, part 2}

Electrons couple with dimensionless strength $\lambda$ to a phonon of angular frequency $\omega_E$, in the Migdal approximation ($\hbar\omega_E\ll E_F$), with a constant density of states on an infinite band and no Coulomb repulsion ($\mu^*=0$). The aim is the gap $\Delta_n=\phi_n/Z_n$ at the transition, and $T_c$, for small $\lambda$. The variables are $x_n=\omega_n/\omega_E=\pi t(2n+1)$, $t=k_BT/\hbar\omega_E$ and $\eta=2\pi t$. With $k(x)=1/(1+x^2)$,
\begin{equation}
\phi_n=Z_n\Delta_n=\lambda\,\pi t\sum_m k(x_n-x_m)\frac{\Delta_m}{|x_m|},\label{gap}
\end{equation}
where $Z_n=1+\lambda a_n$, $a_n=\frac{\pi t}{x_n}\sum_m k(x_n-x_m)\,\mathrm{sgn}\,x_m$ and $a_0=1$. The factor $1/|x_m|$ comes from $\int d\xi/[(\hbar\omega_mZ_m)^2+\xi^2]=\pi/(\hbar|\omega_m|Z_m)$, with $\xi$ the band energy. Also, $k_BT\sum_m(i\hbar\omega_m-\xi)^{-1}=-\tfrac12\tanh(\xi/2k_BT)$.

Part (c) wrote (\ref{gap}) as $\sum_mM_{nm}v_m=\frac1\lambda v_n$, with $\Delta_n=\sqrt{|x_n|}\,v_n$ and
\begin{equation*}
M_{nm}=\frac{\pi t\,k(x_n-x_m)}{\sqrt{|x_nx_m|}}-a_n\delta_{nm}.
\end{equation*}
The largest eigenvalue is $\mu(t)$, and $t_c$ is the highest $t$ with $\mu(t)=1/\lambda$.

For $t\ll1$, $Z_n=Z(x_n)+O(\lambda t^2)$, with $Z(x)=1+\lambda a(x)$ and $a(x)=\arctan x/x$. Define $S[f]=\pi t\sum_mf(x_m)/|x_m|$ and $L=\ln\frac{2e^\gamma}{\pi t}$, with $\gamma$ Euler's constant. For even $f$, smooth on $[0,\infty)$ and decaying,
\begin{equation}
S[f]=f(0)L+\int_0^\infty\frac{dy}{y}\,[f(y)-f(0)k(y)]+O(t^2).
\label{rule}
\end{equation}
\begin{equation}
\int_0^\infty\frac{dy}{y}(k-k^2)=\int_0^\infty\frac{y\,dy}{(1+y^2)^2}=\Big[-\frac{1}{2(1+y^2)}\Big]_0^\infty=\frac12 .
\label{half}
\end{equation}
Thus $S[k^2]=L-\frac12-\eta^2/12+O(\eta^4)$, while $S[k]=L-\frac{\eta^2}{24}+O(\eta^4)$.

Extended to real $x$ with $\phi(0)=1$, and with $k_e(x,y)=\frac12[k(x-y)+k(x+y)]$ and $Q(x,y)=k_e(x,y)-k(x)k(y)$, the amplitude obeys
\begin{equation}
\phi(x)=\lambda S[k_e(x,\cdot)\,\phi/Z],\qquad 1=\lambda S[k\,\phi/Z].
\label{two}
\end{equation}
\begin{equation}
Q=x^2y^2(5+x^2+y^2)\,k(x)k(y)k(x-y)k(x+y)\ge0 .
\label{Q}
\end{equation}
\begin{equation}
\phi(x)=k(x)+\lambda\int_0^\infty\frac{dy}{y}\,Q(x,y)\frac{\phi(y)}{Z(y)}+O(t^2).
\label{cont}
\end{equation}
The ratio $u=\phi/k$ satisfies $u=1+\lambda\mathcal Tu$, with $\mathcal Tu(x)=S[Q\,k\,u/Z]/k(x)$. Setting $Z=1$ in $\mathcal T1$ gives, up to $O(t^2)$,
\begin{equation}
p(x)=\frac12+\frac{\frac32\ln(1+x^2)+(x^2-2)\,a(x)}{4+x^2}.
\label{p}
\end{equation}
The series for $u$ converges for $\lambda C<1$, where $C=\sup p=0.9924$.

Part (f) asks for $\Delta(x)/\Delta(0)$ at leading and first order in $\lambda$, and for an explanation of the leading form.

\subsection*{Solution}

Since $1-\lambda\le1/Z\le1$, $\mathcal T1=p+O(\lambda)$, and $u=1+\lambda p+O(\lambda^2)$ uniformly in $x$. With $\Delta(x)=\phi(x)/Z(x)$ and $\Delta(0)=1/(1+\lambda)$,
\begin{equation}
\frac{\Delta(x)}{\Delta(0)}=k\,u\,\frac{1+\lambda}{1+\lambda a}=k(x)\,[1+\lambda\delta_1(x)+O(\lambda^2)],\qquad\delta_1=p+1-a .
\end{equation}
Over the denominator $4+x^2$ the arctangent terms combine as $(x^2-2)a-(4+x^2)a=-6a$:
\begin{equation}
\delta_1(x)=\frac32+\frac{\frac32\ln(1+x^2)-6\arctan x/x}{4+x^2}.
\label{d1}
\end{equation}
At leading order, in the original variables,
\begin{equation}
\Delta(i\omega_n)=\frac{\Delta(0)}{1+\omega_n^2/\omega_E^2}\,[1+O(\lambda)] .
\end{equation}
The reason is visible in (\ref{two}). The weight $1/|x_m|$ gives the region $t\ll|y|\ll1$ a contribution $\lambda L$ of order one, and there $k_e(x,y)\approx k(x)$; the region $|y|\sim1$ carries no logarithm and contributes $O(\lambda)$. A pair at frequency $x$ is fed by scattering from pairs near zero frequency, and the gap copies the phonon propagator.

The correction is non-negative because $p\ge0$ and $a\le1$: at first order the gap is broader than the Lorentzian. For small $x$ the numerator over $4+x^2$ is $6+\frac32x^2+\frac32x^2-6+2x^2$, so $\delta_1\approx\frac54x^2$. For large $x$, $\delta_1\to\frac32$ from above, with a maximum of $1.6149$ at $x=4.38$. The Lorentzian is the $\lambda\to0$ limit, and its error relative to $k$ grows to about $1.6\lambda$ in the wings.

\section*{(g) The critical temperature at leading order}

\emph{Turn the second equation of (\ref{two}) into a relation between $L$ and $\lambda$, and obtain $T_c$ including its prefactor as $\lambda\to0$.}

\subsection*{Solution}

Multiply $1=\lambda S[k\Delta]$ by $(1+\lambda)/\lambda$ and use $1+\lambda=1/\Delta(0)$. Replacing $Z_n$ by $Z(x_n)$ changes $S$ by $O(\lambda Lt^2)=O(t^2)$. Rule (\ref{rule}) with $f=k\Delta/\Delta(0)$, $f(0)=1$, gives
\begin{equation}
L=\frac{1+\lambda}{\lambda}+h(\lambda)+O(t^2),\qquad h(\lambda)=-\int_0^\infty\frac{dy}{y}\,k(y)\Big[\frac{\Delta(y)}{\Delta(0)}-1\Big].
\label{h}
\end{equation}
No expansion in $\lambda$ has been made here. Since $h$ comes from (\ref{cont}) and depends on $\lambda$ alone, (\ref{h}) fixes $t_c$ up to a relative $O(t^2)$. Inserting part (f),
\begin{equation}
h=\int_0^\infty\frac{dy}{y}(k-k^2)-\lambda\int_0^\infty\frac{dy}{y}k^2\delta_1+O(\lambda^2)=\frac12-J\lambda+O(\lambda^2),
\label{hexp}
\end{equation}
where the remainder integral converges because every term of the series for $u-1$ carries the factor $x^2$ of (\ref{Q}). From $t_c=(2e^\gamma/\pi)e^{-L}$,
\begin{equation}
k_BT_c=\frac{2e^\gamma}{\pi}\,e^{-1/2}\,\hbar\omega_E\,\exp\!\Big(-\frac{1+\lambda}{\lambda}\Big)\,[1+O(\lambda)],
\label{Tc}
\end{equation}
with $(2e^\gamma/\pi)e^{-1/2}=0.68772$. Written against $e^{-1/\lambda}$, the prefactor is $(2e^\gamma/\pi)e^{-3/2}=0.25300$. The leading shape had to be known because $L\sim1/\lambda$: the prefactor is the $O(1)$ term of $L$, and the region $y\sim1$, where the gap has already fallen, contributes at that order. The relation is asymptotic: the ratio of the two sides tends to 1 as $\lambda\to0$.

\section*{(h) The first correction}

\emph{Evaluate $J=\int_0^\infty k^2\delta_1\,dy/y$ in closed form.}

\subsection*{Solution}

Cut the integral at $y=\epsilon$ and treat the three terms of (\ref{d1}) separately as $J_1+J_2+J_3$; terms vanishing with $\epsilon$ are dropped. Two elementary integrals are $\int_\epsilon^\infty k\,dy/y=\frac12\ln(1+\epsilon^{-2})\to-\ln\epsilon$ and, by (\ref{half}), $\int_\epsilon^\infty k^2dy/y\to-\ln\epsilon-\frac12$. Thus $J_1=-\frac32\ln\epsilon-\frac34$.

Both other terms contain, with $s=y^2$, the function $R(s)=1/[s(1+s)^2(4+s)]$. The coefficient at $s=0$ is $1/4$, at $s=-4$ it is $1/[(-4)(9)]$, that of the double pole is $1/[(-1)(3)]$, and that of $1/(1+s)$ follows because $R$ decays faster than $1/s$, so the simple residues sum to zero:
\begin{equation}
R=\frac{1}{4s}-\frac{1}{36(s+4)}-\frac{2}{9(1+s)}-\frac{1}{3(1+s)^2}.
\end{equation}
For $J_2=\frac34\int_0^\infty\ln(1+s)R\,ds$, split $-\frac29=-\frac14+\frac1{36}$ to form convergent pairs. The substitution $r=1/(1+s)$ gives $\int\ln(1+s)\,ds/[s(1+s)]=-\int_0^1\ln r\,dr/(1-r)=\sum_{j\ge1}j^{-2}=\pi^2/6$, and integration by parts gives $\int\ln(1+s)\,ds/(1+s)^2=1$. Defining $U(b)=\int_0^\infty\ln(1+s)[(1+s)^{-1}-(s+b^2)^{-1}]ds$,
\begin{equation}
J_2=\frac34\Big[\frac{\pi^2}{24}+\frac{U(2)}{36}-\frac13\Big]=\frac{\pi^2}{32}+\frac{U(2)}{48}-\frac14 .
\end{equation}
For $J_3=-6\int_\epsilon^\infty\arctan y\;R(y^2)\,dy$ four integrals are needed. By parts, $\int_\epsilon^\infty\arctan y\,dy/y^2=\arctan\epsilon/\epsilon+\int_\epsilon^\infty k\,dy/y\to1-\ln\epsilon$. With $y=\tan\theta$, $\int k\arctan y\,dy=\int_0^{\pi/2}\theta\,d\theta=\pi^2/8$ and $\int k^2\arctan y\,dy=\int\theta\cos^2\theta\,d\theta=\frac{\pi^2}{16}+\frac12\int\theta\cos2\theta\,d\theta=\frac{\pi^2}{16}-\frac14$. With $y=2r$, $\int\arctan y\,dy/(y^2+4)=\frac12V(2)$, where $V(b)=\int_0^\infty\arctan(br)\,dr/(1+r^2)$. Collecting,
\begin{equation}
J_3=-\frac32+\frac32\ln\epsilon+\frac{V(2)}{12}+\frac{\pi^2}{6}+\frac{\pi^2}{8}-\frac12 .
\end{equation}
The $\ln\epsilon$ cancels against $J_1$. Only the combination $U+4V$ is needed. Differentiating in $b$, and integrating by parts in $U'$ with vanishing boundary terms,
\begin{align}
U'(b)&=2b\int_0^\infty\frac{\ln(1+s)\,ds}{(s+b^2)^2}=2b\int_0^\infty\frac{ds}{(1+s)(s+b^2)}=\frac{4b\ln b}{b^2-1},\\
V'(b)&=\int_0^\infty\frac{r\,dr}{(1+b^2r^2)(1+r^2)}=\frac12\int_0^\infty\frac{ds}{(1+b^2s)(1+s)}=\frac{\ln b}{b^2-1}.
\end{align}
Hence $U'+4V'=4\ln b/(b-1)$. At $b=1$, $U=0$ and $V=\pi^2/8$, and $\int_1^2\ln b\,db/(b-1)=\int_0^1\ln(1+r)\,dr/r=\sum_j(-1)^{j-1}j^{-2}=\pi^2/12$. So $U(2)+4V(2)=\pi^2/2+\pi^2/3=5\pi^2/6$, and
\begin{equation}
J=\pi^2\,\frac{9+48+36+5}{288}-\Big(\frac34+\frac14+\frac32+\frac12\Big)=\frac{49\pi^2}{144}-3=0.358407 .
\end{equation}
Equation (\ref{Tc}) is multiplied by $\exp[J\lambda+O(\lambda^2)]$. Since $J>0$, the leading formula underestimates $T_c$ at small $\lambda$: the gap is broader than the Lorentzian and loses less weight in (\ref{h}).

The program tests $J$ by direct quadrature, by solving (\ref{cont}) at $\lambda=0.001$, where $h=0.499642$ and $(h-\frac12)/\lambda=-0.3582$, and by solving the full Matsubara problem of part (c) with $|x_n|<20$, defining $h=L-1-\mu(t)$ and $\lambda=1/\mu(t)$:
\begin{center}
\begin{tabular}{ccccc}
$t_c$ & $\lambda$ & $h$ & $\frac12-J\lambda$ & $t_c$/(\ref{Tc})\\
$10^{-2}$ & 0.30068 & 0.40499 & 0.39223 & 1.0997\\
$10^{-3}$ & 0.17880 & 0.44054 & 0.43592 & 1.0613\\
$3\times10^{-4}$ & 0.14734 & 0.45039 & 0.44719 & 1.0509\\
$10^{-4}$ & 0.12692 & 0.45691 & 0.45451 & 1.0440\\
$3\times10^{-5}$ & 0.11016 & 0.46234 & 0.46052 & 1.0384\\
$10^{-5}$ & 0.09831 & 0.46623 & 0.46477 & 1.0343
\end{tabular}
\end{center}
Each row is tested against (\ref{cont}) and (\ref{h}) within $2\times10^{-5}+2\eta^2$, and the gap for $x\le5$ against (\ref{d1}) within $2\lambda^2$ relative to $k$. A cubic through the last four rows, which uses nothing from the derivation beyond the definition of $h$, extrapolates to $h(0)=0.5000$ with slope $-0.358$ when the unrounded values are used. The extrapolation amplifies rounding strongly: the five-decimal entries printed above give only $h(0)\approx0.501$ and a slope near $-0.38$. The remainder $h-\frac12+J\lambda$ is positive and about $0.15\lambda^2$ in the last row ($0.00146$ at $\lambda=0.09831$); this coefficient is read from the data and not derived.

\section*{(i) Comparison with BCS and range of validity}

\emph{Derive $T_c$ for the square-well BCS model with cutoff $\hbar\omega_E$, trace each factor by which (\ref{Tc}) differs from it, and state where (\ref{Tc}) fails.}

\subsection*{Solution}

In the square-well model the kernel is a constant $\lambda$ in frequency and acts only for $|\xi|<\hbar\omega_E$. The symmetric sum over $\mathrm{sgn}\,x_m$ vanishes, so $Z=1$, and $\phi$ is constant. With $z=\xi/\hbar\omega_E$, part (a) gives $1=\lambda t\sum_m\int_{-1}^1dz/(x_m^2+z^2)$. Doing the sum first, with $t\sum_m(x_m^2+z^2)^{-1}=\tanh(z/2t)/2z$ as in part (a), yields $1/\lambda=\int_0^1\tanh(z/2t)\,dz/z$. Doing the integral first yields $1/\lambda=S[f]$ with $f(y)=(2/\pi)\arctan(1/|y|)$, which is smooth on the half-line with $f(0)=1$. In (\ref{rule}) compare both $f$ and $k$ with the step $\theta(1-y)$. For $f$, the pieces $-\frac2\pi\int_0^1\arctan y\,dy/y$ and $\frac2\pi\int_1^\infty\arctan(1/y)\,dy/y$ cancel under $y\to1/y$. For $k$, $-\int_0^1yk\,dy=-\frac12\ln2$ and $\int_1^\infty k\,dy/y=\frac12\ln2$ cancel. Therefore $L=1/\lambda$ up to $O(t^2)$, and
\begin{equation}
k_BT_c^{\rm BCS}=\frac{2e^\gamma}{\pi}\,\hbar\omega_E\,e^{-1/\lambda}.
\end{equation}
Call ``renormalized BCS'' the same formula with $\lambda\to\lambda/(1+\lambda)$, which has $L=(1+\lambda)/\lambda$. Equation (\ref{Tc}) is $e^{-1/2}$ times renormalized BCS and $e^{-3/2}$ times plain BCS, with the same essential singularity $e^{-1/\lambda}$. A cutoff $c\,\hbar\omega_E$ would multiply the BCS result by $c$, so its prefactor reflects a choice, whereas (\ref{gap}) converges without a cutoff and fixes the prefactor.

The factor $e^{-1}$ comes from $Z(0)=1+\lambda$ on the left of (\ref{gap}). The factor $e^{-1/2}$ comes from the frequency dependence of the gap. A flat gap inserted in (\ref{h}), which is not a solution, gives $h=0$: one factor of $k$ cuts the logarithm at the same place as the BCS well. The self-consistent gap supplies a second factor, and $S[k^2]$ lies $\frac12$ below $S[k]$. The two effects separate when $Z$ is set to 1 by hand. Parts (e) and (g) then hold with $\Delta=\phi=k(1+\lambda p)$, giving $L=1/\lambda+\frac12-A\lambda+O(\lambda^2)$ with $A=\int k^2p\,dy/y=J-B$ and $B=\int k^2(1-a)\,dy/y$. Using $1/[s(1+s)^2]=1/s-1/(1+s)-1/(1+s)^2$ and the integrals of part (h),
\begin{equation}
B=\Big(-\ln\epsilon-\frac12\Big)-\Big(1-\ln\epsilon-\frac{\pi^2}{8}-\frac{\pi^2}{16}+\frac14\Big)=\frac{3\pi^2}{16}-\frac74,
\end{equation}
so $A=(49-27)\pi^2/144-\frac54=11\pi^2/72-\frac54=0.257856$. The Matsubara solution with $Z=1$ at $t=10^{-4}$ has $\lambda=0.11279$ and $L-1/\lambda=0.46960$, against $\frac12-A\lambda=0.47092$, inside the tested margin $\lambda^2$. The 1 has gone and the $\frac12$ has stayed.

The result fails in several ways. At finite $\lambda$ the relative error of (\ref{Tc}) is about $J\lambda$; the numerical $t_c$ exceeds it by 3\% at $\lambda\approx0.1$ and 10\% at $\lambda\approx0.3$, relative to the formula. The convergence proof needs $C\lambda<1$ and $t\ll1$. At strong coupling the form itself is wrong. The trial vector $v_0=v_{-1}$, all others zero, has $M_{00}=1-a_0=0$ and $M_{0,-1}=k(\eta)$, so $\mu(t)\ge k(2\pi t)$, and for $\lambda>1$ this gives the lower bound $t_c\ge\sqrt{\lambda-1}/2\pi$, which grows without limit while (\ref{Tc}) saturates at $0.68772/e=0.253$. Outside the model, a Coulomb pseudopotential changes $1/\lambda$ to roughly $1/(\lambda-\mu^*)$ in the leading logarithm, a shift of $L$ of order $\mu^*/\lambda^2$ for $\mu^*\ll\lambda\ll1$, and larger than this at finite $\lambda$ and $\mu^*$; by this estimate the prefactor is meaningful only for $\mu^*\ll\lambda^2$. The values $\mu^*\approx0.1$ commonly used for metals violate this at $\lambda=0.2$, where they would lower $T_c$ by orders of magnitude, so the temperatures of part (j) compare formulas within the model and are not estimates for a real metal. The value $\frac12$ belongs to the kernel $k$ of a single sharp mode, and a spread of phonon frequencies changes the integral (\ref{half}). Band-edge and vertex effects were excluded by assuming $\hbar\omega_E\ll E_F$.

\section*{(j) A numerical case}

\emph{For the round model parameters $\omega_E=5.0\times10^{13}$ rad/s and $\lambda=0.20$, compare the numerical $T_c$ with the four formulas above, and the gap near $\omega_E$ and $2\omega_E$ with part (f).}

\subsection*{Solution}

The energy scale is $\hbar\omega_E=5.2729\times10^{-21}$ J ($32.91$ meV), or $\hbar\omega_E/k_B=381.91$ K. Solving $\mu(t)=1/\lambda=5$ with $|x_n|<20$ gives $t_c=1.82092\times10^{-3}$ (a wider window raises the last digit by about one unit), so
\begin{equation*}
T_c=1.82092\times10^{-3}\times381.91\ \mathrm K=0.6954\ \mathrm K\qquad(k_BT_c=59.93\ \mu\mathrm{eV}).
\end{equation*}
Four figures are kept to compare formulas within the model. The exponent is $(1+\lambda)/\lambda=6$, with $e^{-6}=2.47875\times10^{-3}$, and $e^{J\lambda}=1.0743$:
\begin{align*}
\text{leading:}\quad&0.68772\times2.47875\times10^{-3}\times381.91\ \mathrm K=0.6510\ \mathrm K,\\
\text{corrected:}\quad&0.6510\ \mathrm K\times1.0743=0.6994\ \mathrm K,\\
\text{renormalized BCS:}\quad&1.13387\times2.47875\times10^{-3}\times381.91\ \mathrm K=1.0734\ \mathrm K,\\
\text{plain BCS:}\quad&1.0734\ \mathrm K\times e=2.9178\ \mathrm K .
\end{align*}
The last two values come from solving the $\tanh$ equation by quadrature and are tested against the closed forms. Relative to the numerical $T_c$ the ratios are $0.9362$, $1.0057$, $1.5435$ and $4.1956$: the leading formula is 6.4\% low, the corrected one 0.6\% high, renormalized BCS 54\% high and plain BCS a factor 4.2 high. In terms of (\ref{h}), $L=6.43405$ and $h=0.43405$, while $\frac12-0.20\times0.358407=0.42832$; the difference $0.0057$ is the logarithm of the ratio $1.0057$. The neglected temperature terms scale with $\eta^2=1.31\times10^{-4}$, well below this difference.

The gap is normalized to $\Delta_0$, its value at the lowest frequency $\omega_0=2.8603\times10^{11}$ rad/s, where $Z_0=1.20$; it differs from $\Delta(0)$ by a relative amount of order $x_0^2=\eta^2/4$. At $n=87$ ($\omega_n=5.0055\times10^{13}$ rad/s, $x=1.0011$), $k=0.4994$ and $\delta_1=0.7665$, so first order predicts $0.4994\times(1+0.20\times0.7665)=0.5760$. The numerical value is $0.5709$, which is 14\% above $k$, and first order is 0.9\% above the numerical value. At $n=174$ ($\omega_n=9.9824\times10^{13}$ rad/s, $x=1.9965$), $k=0.2006$ and $\delta_1=1.3854$, first order gives $0.2561$, and the numerical value is also $0.2561$, 28\% above $k$. Agreement to four figures is better than an $O(\lambda^2)$ remainder guarantees and is particular to this frequency: at $x\approx1$ the same formula is 0.9\% high.

At this coupling the numerical gap exceeds the Lorentzian by 14\% and 28\% at these two frequencies, while the numerical $T_c$ exceeds (\ref{Tc}) by 7\% ($1/0.9362$), each relative to the leading-order formula. Equation (\ref{hexp}) accounts for the contrast: $\delta_1$ enters $\ln T_c$ with the weight $k^2/y$, which favours $y<1$, where $\delta_1$ vanishes as $\frac54y^2$, so that $J=0.36$ is several times smaller than $\delta_1$ in the wings.

\section*{Computed values}
\begin{verbatim}
2 e^gamma/pi = 1.13387
times e^(-1/2) = 0.68772; times e^(-3/2) = 0.25300
t=0.01: L = 4.730803, S[k] = 4.730639, S[k^2] = 4.230474
t=0.01: top eigenvalue = 3.325818, second = -0.000784
J = 0.358407 (quadrature 0.358407); A = 0.257856 (quadrature 0.257856)
C = max p = 0.9924 at x = 2.78; max delta1 = 1.6149 at x = 4.38
integral equation, lam=0.001: h = 0.499642, (h-1/2)/lam = -0.3582
t_c, lam, h, 1/2-J*lam, t_c/leading formula (dimensionless):
  1e-02  0.30068  0.40499  0.39223  1.0997
  1e-03  0.17880  0.44054  0.43592  1.0613
  3e-04  0.14734  0.45039  0.44719  1.0509
  1e-04  0.12692  0.45691  0.45451  1.0440
  3e-05  0.11016  0.46234  0.46052  1.0384
  1e-05  0.09831  0.46623  0.46477  1.0343
cubic extrapolation to lam=0: h(0) = 0.5000, slope = -0.358
Z=1, t=1e-4: lam = 0.11279, L-1/lam = 0.46960, 1/2-A*lam = 0.47092
example: omega_E = 5.00e+13 rad/s, lam = 0.20, Z_0 = 1.20
hbar omega_E = 5.2729e-21 J = 32.91 meV; hbar omega_E/kB = 381.91 K
exp(-(1+lam)/lam) = 2.47875e-03; exp(J lam) = 1.0743
numerical: t_c = 1.82092e-03, L = 6.43405, h = 0.43405
Tc numerical = 0.6954 K (kB Tc = 59.93 micro-eV)
Tc leading formula = 0.6510 K, ratio to numerical = 0.9362
Tc with exp(J lam) = 0.6994 K, ratio to numerical = 1.0057
Tc renormalized BCS = 1.0734 K, ratio to numerical = 1.5435
Tc plain BCS = 2.9178 K, ratio to numerical = 4.1956
omega_0 = 2.8603e+11 rad/s; (2 pi t_c)^2 = 1.31e-04
n = 87: x = 1.0011, omega_n = 5.0055e+13 rad/s, delta1 = 0.7665
  Delta_n/Delta_0 = 0.5709, k = 0.4994, first order = 0.5760
n = 174: x = 1.9965, omega_n = 9.9824e+13 rad/s, delta1 = 1.3854
  Delta_n/Delta_0 = 0.2561, k = 0.2006, first order = 0.2561
\end{verbatim}
